Is the field of a point charge radial in an anisotropic dielectric?

**Question**

I am computing a charged defect in hexagonal boron nitride and need the long-range potential of a point charge for the correction of the supercell energy. The crystal has one dielectric constant in the plane of the layers and a smaller one along the c axis. I have two arguments, and they disagree.

(a) A point has no preferred direction, so the electric field E must point straight away from it. I would then use one averaged constant, E = q r/(ε r³).

(b) Gauss's law contains the free charge alone, so D = q r/r³, as in vacuum, and E follows by multiplying D by the inverse dielectric tensor.

In (a) E is radial, in (b) it is not. Which is right, and does the difference matter at the distances found in a supercell?

**Answer**

Neither is right. E is in general not radial, so (a) fails. D is radial, as (b) says, but its magnitude depends on direction, so the formula in (b) fails too.

I take a charge q at rest at the origin of an infinite, uniform medium with a linear, local response. The tensor ε is real, symmetric and positive definite. In atomic units, with Gaussian factors of 4π, the equations are

div D = 4πq δ(r),  D = εE,  curl E = 0,

and the potential vanishes at infinity. Below, r is the position vector, or its length where a number is needed, and n = r/r is the unit vector along it.

**What symmetry gives**

The point has no preferred direction, but the medium, described by ε, has. A rotation may be used in a symmetry argument if it leaves both unchanged. A half-turn about a principal axis (an eigenvector of ε) does so. It maps a point on that axis to itself, so the field there must lie along the axis. For a general direction no such rotation is available, and the field equations must decide.

**Why argument (a) fails**

Suppose E = F(r) r, where F may depend on direction. Since curl r = 0,

curl E = ∇F × r.

This must vanish, so ∇F is parallel to r, and F does not change along a sphere: it depends on distance alone. Write F′ for its derivative. Then ∂F/∂xᵢ = F′xᵢ/r, and away from the charge

div D = Σᵢⱼ εᵢⱼ ∂(F xⱼ)/∂xᵢ
= Σᵢⱼ εᵢⱼ (F δᵢⱼ + F′ xᵢxⱼ/r)
= F tr ε + r F′ (n·εn).

This must be zero for every n. In an anisotropic medium n·εn takes at least two different values. Subtracting the two conditions at the same distance gives F′ = 0, and then F tr ε = 0 gives F = 0. A field that is radial everywhere is therefore no field at all. If ε is isotropic, the condition becomes 3F + rF′ = 0, with the familiar solution F ∝ 1/r³.

**Why argument (b) fails**

If D were q r/r³, then E = q ε⁻¹r/r³. The vector ε⁻¹r has no curl, because ε⁻¹ is symmetric, so

curl E = q ∇(r⁻³) × ε⁻¹r = −3q r⁻⁵ (r × ε⁻¹r).

This is nonzero wherever r is not along a principal axis, which electrostatics forbids. Gauss's law fixes the total flux of D through a closed surface. To spread that flux evenly over directions one needs spherical symmetry, and the medium does not have it.

**The correct field**

Put E = −∇φ into the first equation:

Σᵢⱼ εᵢⱼ ∂²φ/∂xᵢ∂xⱼ = −4πq δ(r).

Now stretch the coordinates, r = A r′, with A = ε^(1/2), the symmetric positive square root. By the chain rule ∂/∂x′ₖ = Σᵢ Aᵢₖ ∂/∂xᵢ, so

Σₖ ∂²φ/∂x′ₖ² = Σᵢⱼ (Σₖ AᵢₖAⱼₖ) ∂²φ/∂xᵢ∂xⱼ = Σᵢⱼ εᵢⱼ ∂²φ/∂xᵢ∂xⱼ.

The left side of the equation is thus the ordinary Laplacian in r′. Volumes are related by d³r = det A d³r′, and the delta function must keep unit integral, so δ(r) = δ(r′)/det A = δ(r′)/√det ε. What remains is the vacuum problem for a charge q/√det ε. Its solution is that charge divided by the length of r′, which I call s:

s² = r′·r′ = r·ε⁻¹r,

φ = q/(√det ε · s).

From ∇(s²) = 2ε⁻¹r we have ∇s = ε⁻¹r/s. Therefore

E = −∇φ = (q/√det ε)(1/s²)∇s = q ε⁻¹r/(√det ε · s³),

D = εE = q r/(√det ε · s³).

In the last step ε cancels ε⁻¹, which is why D is radial. E points along ε⁻¹r, which is parallel to r if r is an eigenvector of ε and not otherwise. For an isotropic medium √det ε = ε^(3/2) and s = r/√ε, so φ = q/(εr), as it should be.

A second route to φ avoids the stretching. The Fourier solution is

φ = ∫ d³k/(2π)³ · 4πq e^(ik·r)/(k·εk).

Write k as its length k times a unit vector m. The k² of the volume element cancels the k² in the denominator. The sine part of the exponential cancels between m and −m, and the integral of cos(k m·r) over k from 0 to ∞ is π δ(m·r). Hence

φ = (q/2π) ∫ dΩ δ(m·r)/(m·εm) = (q/r) ⟨1/(m·εm)⟩,

where the average runs over the circle of unit vectors m perpendicular to r. (The delta function contributes 1/r, and the circle has length 2π.) I compared the two formulas for the tensor with rows (7, 1, 0.5), (1, 5, −0.8), (0.5, −0.8, 3.2) at r = (1.1, −0.7, 1.4), (−0.4, 1.6, 0.9) and (2, 0.3, −0.5). They agreed to better than one part in 10¹⁰. The second form also shows that the potential in a given direction is set by the response perpendicular to that direction.

**How the flux is shared out**

Compare D with the vacuum law:

D = g(n) q r/r³,  g(n) = 1/[√det ε · (n·ε⁻¹n)^(3/2)].

Gauss's law requires the average of g over all directions to be 1. For your crystal det ε = ε_ab² ε_c, where ε_ab is the constant in the plane. The two special directions give

along c: g = ε_c^(3/2)/(ε_ab ε_c^(1/2)) = ε_c/ε_ab,

in the plane: g = ε_ab^(3/2)/(ε_ab ε_c^(1/2)) = √(ε_ab/ε_c).

With ε_c < ε_ab, flux is moved from the axis to the plane. In the limit ε_c ≪ ε_ab it is squeezed into a thin disc: n·ε⁻¹n = cos²θ/ε_c + sin²θ/ε_ab, with θ measured from c, stays below twice its smallest value while |cos θ| is below √(ε_c/ε_ab). About 71% of the flux leaves within that range.

**What bends E**

The cause is charge in the medium. Away from the origin div D = 0, but div E is not zero, and div E/4π is the density ρ of bound charge. Differentiating the formula for E,

4πρ = (q/√det ε)[tr ε⁻¹/s³ − 3 r·ε⁻²r/s⁵].

On the c axis r·ε⁻²r = s²/ε_c, and in the plane it is s²/ε_ab. With tr ε⁻¹ = 2/ε_ab + 1/ε_c the bracket becomes

along c: −2(1/ε_c − 1/ε_ab)/s³,

in the plane: +(1/ε_c − 1/ε_ab)/s³.

For q > 0 and ε_c < ε_ab the medium is thus negative around the axis and positive around the plane. A shell between two spheres has no net bound charge: E falls as 1/r², so its flux through both spheres is the same.

E is the vacuum Coulomb field of all charge, free and bound. The charge concentrated at the origin gives a radial part; the sideways part comes from the spread-out bound charge, which pushes a positive test charge away from the plane and towards the axis. I tested this for ε_ab = 7, ε_c = 3.5 at θ = 54.74° by adding up the Coulomb field of ρ in Legendre components up to order 60. The sum gave the sideways part of E to within 10⁻⁶ q/r², directed towards c.

**How large the tilt can be**

Let θ_E be the angle between E and c. The components of E are proportional to x/ε_ab in the plane and z/ε_c along c, so

tan θ_E = κ tan θ,  κ = ε_c/ε_ab.

With t = tan θ, the angle δ = θ − θ_E between r and E obeys

tan δ = (t − κt)/(1 + κt²).

Its derivative with respect to t is proportional to 1 + κt² − 2κt² = 1 − κt², so the maximum lies at t = 1/√κ. There tan δ = (1 − κ)/(2√κ). Since (1 − κ)² + 4κ = (1 + κ)²,

sin δ_max = (1 − κ)/(1 + κ) = (ε_ab − ε_c)/(ε_ab + ε_c).

For weak anisotropy this is about half the relative difference of the two constants, in radians. For ε_c ≪ ε_ab it approaches 90°, at a direction r close to the plane.

**Numbers for boron nitride**

I use rough static constants, ε_ab = 7 and ε_c = 3.5, a defect of charge +1, and a distance of 20 Å (2 nm). In these units q becomes e/(4πε₀) = 14.40 V Å.

Along c, √det ε · s = ε_ab r, so the potential energy of a charge +e is 14.40/(7 × 20) = 0.103 eV. It contains the in-plane constant alone, as the average over perpendicular directions requires. In the plane √det ε · s = √(ε_ab ε_c) r, which gives 14.40/(4.95 × 20) = 0.145 eV.

The tilt is greatest at tan θ = √2, that is 54.7° from c. E points at 35.3° from c there, so it is 19.5° away from r; indeed sin δ = 3.5/10.5 = 1/3. The potential energy is 0.126 eV. From the formulas above r·E = φ, so the part of E along r is 0.126 V/20 Å = 0.0063 V/Å = 0.63 MV/cm. The part across r is this times tan 19.5°, or 0.22 MV/cm, towards c. Treating E as radial drops that part, about a third of the field's magnitude of 0.67 MV/cm.

The vacuum law would give D = 0.319 µC/cm² in every direction at 20 Å. The correct values are 0.159 along c (factor 0.50), 0.293 at the greatest tilt (factor 0.92) and 0.451 in the plane (factor 1.41).

**What this means for your correction**

In the alignment step the potential from the supercell calculation is compared with a model potential far from the defect. For an isolated charge, your averaged constant, (7 + 7 + 3.5)/3 = 5.83, gives 0.123 eV at 20 Å in every direction. That is 0.021 eV too high along c and 0.022 eV too low in the plane. Another constant would shift both errors together but leave their difference of 0.043 eV.

In a supercell the model must also contain the periodic images and the neutralizing background, computed with the same tensor. They change the errors. In a cubic cell with an edge of 40 Å, and with the average of each potential over the cell set to zero, the averaged constant gives a potential energy 0.040 eV too high at the face centre along c and 0.031 eV too low at a face centre in the plane, both 20 Å from the defect. The apparent alignment would thus depend on where you read it. If all edges of the cell are halved, these errors double.

**How far to trust the model**

The radial D and the tilt formula hold for an isolated charge. In a supercell the periodic images change the directions strongly: in the 40 Å cubic cell, at the point 20 Å away and 54.7° from c, E is 43° off radial instead of 19.5°, and D is 32° off radial; in an 80 Å cell the two angles are 22.6° and 3.2°. For an isolated charge, of the effects estimated below, the choice of constants changes the tilt most. With ε_ab held at 7, taking ε_c as 3 or 4 changes the greatest tilt to 23.6° or 15.8°. Published values spread more widely than this: an older infrared set, about 7.04 and 5.09, gives 9.3°. If the ions are clamped, the electronic response alone screens the charge; with rough constants 5 and 3 the greatest tilt is 14.5°. The tensor in the correction must match what the ions do in your calculation.

The formulas assume an infinite crystal, and a thin film between electrodes is not one. For a charge midway between grounded metal plates 100 Å (10 nm) apart, with c normal to the plates, image charges lower the potential energy at the point of greatest tilt, 20 Å away, from 0.126 to 0.097 eV, although they raise the magnitude of E there by only 0.8%. They turn D away from r by 0.6°: each image has a D that is radial about its own position, so the sum is not radial about the defect.

A real defect is not a point either. Spread over a spherical shell of radius 1.5 Å in the same continuum, the charge gives a D that is 0.1° off radial at that place. A sphere has no dipole, but a real defect may have one: if the centre of the charge is displaced by 0.5 Å at right angles to r, D turns by 1.4°. The atomic layers, roughly 3.3 Å apart, suggest corrections of order (3.3/20)² ≈ 0.03, relative to the field; this is an estimate of order, not a calculation. Linear response is a fair assumption at 20 Å. The largest field there, 0.73 MV/cm, lies in the plane, where the breakdown field is roughly 3 MV/cm; along c the field is 0.51 MV/cm, against roughly 10 MV/cm. The model's field reaches these values at about 10 Å in the plane and 4.5 Å along c. The c component of E is slightly larger off the axis, 0.56 MV/cm at 45° from c and 20 Å, and there it reaches 10 MV/cm at 4.7 Å. Breakdown is only a rough sign of where linear response ends, but closer to the charge than this the formula should not be trusted, and the continuum itself becomes doubtful. Use the formula for the far potential and leave the region near the defect to the electronic-structure calculation. The numerical output below gives most of these values with more digits. Its last distance, 5.39 Å, is where the in-plane field would reach 10 MV/cm, the rough breakdown value for fields along c; for the in-plane value of 3 MV/cm the distance is the 10 Å given above.

Table of computed values

```
Coulomb constant e/(4 pi eps0): 14.3996 V angstrom
dielectric constant in plane (rough): 7.0
dielectric constant along c (rough): 3.5
distance from the charge: 20.0 angstrom
angle of r from c at largest tilt: 54.74 deg
angle of E from c at that place: 35.26 deg
largest angle between E and r: 19.47 deg
D of the vacuum law at this distance: 0.3187 uC/cm2
along c: potential energy of +e: 0.1029 eV
along c: size of E: 0.5143 MV/cm
along c: D / vacuum-law D: 0.5000
along c: size of D: 0.1594 uC/cm2
largest tilt: potential energy of +e: 0.1260 eV
largest tilt: size of E: 0.6681 MV/cm
largest tilt: D / vacuum-law D: 0.9186
largest tilt: size of D: 0.2928 uC/cm2
in plane: potential energy of +e: 0.1455 eV
in plane: size of E: 0.7273 MV/cm
in plane: D / vacuum-law D: 1.4142
in plane: size of D: 0.4508 uC/cm2
largest tilt: E in plane: 0.3857 MV/cm
largest tilt: E along c: 0.5455 MV/cm
largest tilt: E along r: 0.6299 MV/cm
largest tilt: E across r, towards c: 0.2227 MV/cm
average of D / vacuum-law D over directions: 1.000000
bound charge density along c: -1.421e-06 e/angstrom^3
bound charge density in plane: 2.010e-06 e/angstrom^3
averaged dielectric constant: 5.8333
potential energy with the average: 0.1234 eV
error of the average along c: +0.0206 eV
error of the average in plane: -0.0220 eV
clamped ions, rough constants: 5.0 in plane, 3.0 along c
clamped ions, largest tilt: 14.48 deg
largest tilt if the static c constant is 3.0: 23.58 deg
largest tilt if the static c constant is 4.0: 15.83 deg
film thickness between electrodes: 100 angstrom
electrodes: change of size of E: +0.76 %
electrodes: angle between D and r: 0.643 deg
radius of spherical charge shell: 1.5 angstrom
charge shell: angle between D and r: 0.114 deg
layer spacing (rough): 3.3 angstrom
order estimate (spacing/distance)^2: 0.027
breakdown field (rough): 10 MV/cm
distance where the largest E reaches it: 5.39 angstrom
```
